Why Ferroelectric Stripes Are Generally Finer Than Magnetic Stripes

**Question.** A ferroelectric plate and a magnetic plate have the same thickness d. Each is divided into stripes that point alternately up and down along the plate normal, and in both the stripe width w grows as √d. Why are the ferroelectric stripes generally much finer?

**Answer**

**The mechanism: two costs and one length**

Let w be the width of one domain, so that the pattern repeats after 2w. There is one wall per width w, and it runs through the plate. If σ is the wall energy per wall area, the walls cost σd/w per plate area.

Where the domains meet the surfaces, the polarization or magnetization must either turn aside or leave surface charge. If this end pattern keeps its shape as the stripes widen, its depth grows in proportion to w while its energy density stays the same. The two surfaces together then cost Cw, where C is an energy density:

F(w) = σd/w + Cw + constant.

Setting the derivative to zero gives

−σd/w² + C = 0, so w² = (σ/C)d.

The second derivative, 2σd/w³, is positive, so this is a minimum. It is the Kittel law. The material enters only through the length σ/C.

A wall is a layer in which the order parameter is forced away from its preferred values. Its energy is therefore a local energy density times a thickness. If the ends also turn the order parameter away from its preferred values, C is proportional to a similar density. In the quotient the densities then largely cancel and the wall thickness remains. Magnetic ends that keep their surface charge pay a stray-field energy instead, and its ratio to the anisotropy energy enters the prefactor. In either case the result is the wall thickness times a dimensionless prefactor G:

w² = Gδd.

Here δ is the half-thickness in the wall profile tanh(x/δ). Thin walls make fine stripes, but G differs between the two materials and has to be found as well.

**The formula for the ferroelectric**

The algebra is in atomic units, where 1/ε₀ = 4π. Let p = P/P₀ be the normal polarization relative to its equilibrium value. The double-well energy −aP²/2 + bP⁴/4 has P₀² = a/b. Measured from its minimum, it equals (aP₀²/4)(1 − p²)². Its curvature at the minimum is −a + 3bP₀² = 2a. This must equal 4π/χc, with χc the axial susceptibility, so a = 2π/χc.

With a gradient energy (g/2)(dP/dx)² and ξ² = 2g/a, the wall energy is

σ = (aP₀²/4) ∫ [(1 − p²)² + ξ²p′²] dx.

Completing the square gives

(1 − p²)² + ξ²p′² = [ξp′ − (1 − p²)]² + 2ξp′(1 − p²).

The last term integrates to the same value for every monotonic wall, so the minimum has ξp′ = 1 − p². Hence p = tanh(x/ξ), and

σ = (aP₀²/4) · 2ξ · ∫₋₁¹ (1 − p²) dp = (2/3)aP₀²ξ.

Now the ends. For large susceptibilities, bound charge is so costly that the polarization turns to avoid it. I assume no compensating charge on the surfaces and write

Px = −P₀ ∂ψ/∂z, Pz = P₀ ∂ψ/∂x, with ψ = 0 at the surface.

This field has no divergence and no normal component at the surface, hence no charge. The price is an in-plane polarization, which costs 2πPx²/χa for a transverse susceptibility χa. With r = χa/χc this is (aP₀²/r)(∂ψ/∂z)².

Deep inside, ψ is a triangle wave T(x) of slope ±1 running between −w/2 and w/2. Its mean square is w²/12. Take ψ = T(x)h(z), with h rising from 0 at the surface to 1 inside. Then p = ±h, and one surface costs, per plate area,

aP₀² ∫ [(1 − h²)²/4 + (w²/12r)h′²] dz.

The same completion of the square gives h′ = √(3r)(1 − h²)/w and the minimum

aP₀² · w/√(12r) · ∫₀¹ (1 − h²) dh = aP₀²w/[3√(3r)].

Two surfaces give C = 2aP₀²/[3√(3r)]. Dividing σ by C,

w² = √(3r) ξd, so G = √3 · √(χa/χc).

The factor aP₀² has cancelled. At fixed ξ and r, a larger P₀ makes walls and ends dearer in the same proportion and leaves w unchanged.

The assumption of a fixed end pattern can be examined by relaxing the field numerically. For r = 1 and d going from 50ξ to 150ξ, holding the lateral profile at tanh while its amplitude relaxes gives w ∝ d^0.51. If the profile may change freely with depth, the exponent is 0.58. The width at 150ξ is then 8% above the formula, and at equal width the end energy is 2.7% lower. The square-root law is thus a property of the fixed pattern, and the freely relaxed plate departs from it upward in this range.

**The formula for the magnet**

In a uniaxial magnet the magnetization has fixed length M and turns through an angle θ. The wall energy is the integral of Aθ′² + K sin²θ, with exchange stiffness A and anisotropy density K. Completing the square gives θ′ = −sin θ/Δ with Δ = √(A/K). For m = cos θ this means m′ = (1 − m²)/Δ, so the profile is again a tanh, and

σ = 2√(AK) ∫₀^π sin θ dθ = 4√(AK) = 4KΔ.

For the ends, consider triangular closure domains magnetized in the plane. Each has base w and height w/2, and its sides are inclined so that flux passes through without charge. The triangle's area w²/4, divided by the width w, gives an anisotropy cost Kw/4 per surface, or Kw/2 for both. The walls bounding the triangles have a length proportional to w in every width w, so they add only a constant to F. A real pattern can do no worse than this trial one, so C ≤ K/2 and

w² ≥ 4KΔd/(K/2) = 8Δd.

A second trial pattern keeps the magnetization rigid and accepts surface charge ±M. The charge has Fourier amplitudes 4M/(nπ) for odd n, with wavenumbers k = nπ/w. An amplitude s produces a surface potential 2πs/k, and the mean energy is πs²/(2k). Since the sum of 1/n³ over odd n is 7ζ(3)/8, two well-separated surfaces give

C ≤ 14ζ(3)M²/π² = 0.271 · 2πM².

Here M is in Gaussian units, in which 2πM² is the stray-field energy density written μ₀M²/2 in SI units. With Q = K/(2πM²), this means w² ≥ 14.7QΔd. Both bounds hold for simple stripes, so G is at least the larger of 8 and 14.7Q.

The ratio of widths is therefore a product:

w(magnet)/w(ferroelectric) = √(Δ/ξ) · √(G(magnet)/G(ferroelectric)).

**The numbers**

Take two plates with d = 100 nm and rough typical room-temperature parameters. For a uniaxial model ferroelectric with values close to those of lead titanate, P₀ = 75 µC/cm², χc = 70, χa = 120 and ξ = 0.30 nm. For the hcp cobalt regime, M = 1400 kA/m, K = 500 kJ/m³ and A = 30 pJ/m.

For the ferroelectric, r = 120/70 = 1.71 and G = √(3 × 1.71) = 2.27, so

w = √(2.27 × 0.30 × 100) nm = 8.2 nm (82 Å).

For cobalt, Δ = √(A/K) = 7.75 nm and Q = 0.41. Then 14.7Q = 6.0 is below 8, and the closure bound is the stronger one. Using it as the estimate,

w ≈ √(8 × 7.75 × 100) nm = 79 nm (790 Å).

The ratio is 9.5, made of 5.1 from wall thickness and 1.9 from the prefactor. Thickness is the larger cause here, but not the whole cause. If the ferroelectric wall were given cobalt's 7.75 nm, with aP₀² and r held fixed, the formula would widen its stripes by a factor of 5.1, to 42 nm. This is a rough figure, since such stripes are only about five wall lengths wide.

In this example cheap walls are not the reason. The ferroelectric wall costs 91 mJ/m² and the cobalt wall 15 mJ/m², so wall cost alone would make the ferroelectric stripes coarser. But C is 133 MJ/m³ against 0.25 MJ/m³. The ends are over 500 times dearer while the walls are only six times dearer, because the high energy density of a ferroelectric wall fills so thin a layer.

The thinness itself can be traced. The ferroelectric barrier density is aP₀²/4 = 3σ/(8ξ) = 113 MJ/m³, about 230 times cobalt's K. The coefficient of p′² is that density times ξ², or 10 pJ/m, about a third of cobalt's A. A wall thickness is the square root of gradient coefficient over local density, so the ratio of thicknesses is √(3 × 230) ≈ 26. Most of it comes from the strong local energy of the ferroelectric, which resists any departure from ±P₀.

**When the comparison changes**

With the other values fixed, the prefactor in these formulas contributes at least as much as the thickness once Q exceeds about 4. The magnetic stripes are then coarser still, but wall thickness is no longer the main reason. The open-end formula treats the two surfaces as independent. For rigid magnetization and Q = 4, this makes w about 10% too small at d = 0.5 µm and 3% too small at 1 µm. At 100 nm the formula would give w = 2.1d, outside its range, and the actual stripes would be wider still. In the other direction, a ferroelectric that is softer sideways has wider stripes, but at fixed ξ the formula gives only w ∝ (χa/χc)^(1/4). It cannot be followed to very large ratios, because the peak of Px, which is P₀(w/2)h′(0) = √(3r)P₀/2, then leaves the range of linear response.

Wide stripes can also branch near the surface. Insert in each domain a reversed needle that widens from 0 to w/3 over a depth ℓ. The surface stripes are then three times finer, which saves two thirds of the end energy. The two extra walls cost 2σℓ/w on average, and the sideways polarization costs (aP₀²/r) · 5w²/(54ℓ). Minimizing the sum over ℓ and equating it to the saving gives w = 30ξ. The same estimate for closed magnetic ends gives 107Δ. These are estimates, not sharp thresholds: this one needle shape need not be the best, so branching can begin at narrower stripes. The example has w = 27ξ and 10Δ. The ferroelectric should therefore be expected to have reversed regions at its surface already, while the magnet is far below its estimate.

**Beside real plates**

These widths are model estimates, and the example lies near the edge of the model in several ways.

- **Screening.** Real ferroelectric surfaces are often compensated by electrodes, adsorbates or carriers. The potential difference between neighbouring domains also matters, because a large one could draw carriers across the band gap of roughly 3.5 eV. The fixed pattern cannot settle this. It is not an exact electrostatic field, and it gives 3.3 V along the surface but 2.2 V through the depth. Finer stripes at the surface would lower the difference. Halving C would widen the stripes by √2. Cancelling the whole ratio of 9.5 would take a reduction of C by about 90.
- **Strong sideways polarization.** In the fixed pattern Px peaks at 1.1P₀ at the surface, beyond a safe linear response. In the fixed-pattern formula, an error of a factor 2 in χa moves w by up to 19%. Lead titanate itself is not uniaxial: in-plane axes are also preferred directions, so its ends can close through 90° domains, whose cost is largely elastic. The model leaves these out, so its C and w are not predictions for real lead titanate.
- **Thin walls.** The full thickness 2ξ is 1.5 lattice cells, so ξ is an effective length rather than a resolved profile.
- **End pattern.** This plate has d = 333ξ, thicker than those relaxed above. Relaxing its field freely in the same model, whose gradient energy counts only the lateral variation of the normal polarization, gives w near 10 nm, about a quarter above the formula, with reversed regions at the surface. If cobalt is kept at its estimate of 79 nm, the ratio of widths falls from 9.5 to about 8.
- **Cobalt.** Two closure layers fill 79% of the plate. The stripe energy 2σd/w is 39 mJ/m², against Kd = 50 mJ/m² for uniform in-plane magnetization. The margin is comparable with the constant wall terms left out of F, so this estimate alone does not settle which state wins at 100 nm. Relaxing the magnetization in two dimensions, with exchange, anisotropy and stray field included, does settle it for these parameters: stripes near 100 nm wide cost about 30 mJ/m² and win. With both plates relaxed, the ratio of widths is again between 9 and 10.

Elastic energy is omitted in both plates. Field leakage outside the ferroelectric is a correction of about 1%. The remaining values are in the numerical output below.

Computed values

```
TESTS OF THE MODEL
Ferroelectric wall energy / (a P0^2 xi): 0.6667
Magnetic wall energy / (K Delta): 4
Open magnetic end coefficient / Kd: 0.2714
Closed magnetic end coefficient / K: 0.4994
Open magnetic G divided by Q: 14.74
Held pattern, w / formula, d = 50 xi: 0.979
Held pattern, w / formula, d = 150 xi: 0.9912
Free pattern, w / formula, d = 50 xi: 0.9878
Free pattern, w / formula, d = 150 xi: 1.078
Held pattern, thickness exponent: 0.5113
Free pattern, thickness exponent: 0.5799
Held pattern, anisotropy exponent: 0.2567
Free pattern, anisotropy exponent: 0.2708
End energy gained by freeing, d = 50 xi: 0.26 %
End energy gained by freeing, d = 150 xi: 2.67 %
INPUTS (rough typical values)
Plate thickness: 100 nm
Ferroelectric polarization: 75 uC/cm2
Axial susceptibility: 70
Transverse susceptibility: 120
Ferroelectric wall length xi: 0.3 nm
Cobalt magnetization: 1400 kA/m
Cobalt anisotropy: 500 kJ/m3
Cobalt exchange stiffness: 30 pJ/m
RESULTS
Magnetic wall length Delta: 7.746 nm
Magnetic Q: 0.406
Ferroelectric wall energy: 90.76 mJ/m2
Magnetic wall energy: 15.49 mJ/m2
Ferroelectric end coefficient: 133.4 MJ/m3
Magnetic end coefficient: 0.25 MJ/m3
Ferroelectric G: 2.268
Magnetic G: 8
Ferroelectric stripe width: 8.248 nm
Magnetic stripe width: 78.72 nm
Width ratio, magnetic/ferroelectric: 9.544
Factor from wall thickness: 5.081
Factor from prefactor G: 1.878
Q at which the two factors are equal: 3.973
NEGLECTED EFFECTS
Ferroelectric w/xi: 27.49
Ferroelectric branching threshold w/xi: 30
Magnetic w/Delta: 10.16
Magnetic branching threshold w/Delta: 106.7
Magnetic w/d: 0.7872
Outside-field leakage, relative size: 0.011
Surface potential swing: 3.3 V
Band gap, rough input: 3.5 eV
Peak transverse polarization / P0: 1.13
Change of w if chi_a doubles, factor: 1.19
Full wall thickness 2 xi / lattice cell: 1.5
Wall energy per cell area: 0.091 eV
Thermal energy at 300 K: 0.026 eV
```
